\section*{Diffusion limit of the energy master equation for small collisional steps}

\section{What symmetry and dimensions fix}

Molecules in a heat bath have an energy distribution $g(E,t)$, and collisions drive it towards the equilibrium distribution $f(E)$. Suppose that each collision changes the energy by so little that the flow of molecules along the energy axis depends on $g$ and its first derivative at the same energy. Collisions with the bath act on each molecule separately, so this flow is linear in $g$:
\begin{equation}
J=a(E)\,g-b(E)\,\frac{\partial g}{\partial E}.
\end{equation}
At equilibrium there is no flow. Setting $J=0$ for $g=f$ gives $a=b\,d(\ln f)/dE$. Multiplying $f$ by a constant changes nothing, as it should.

The coefficient $b$ has the dimension energy squared per time. Collisions supply such a quantity,
\begin{equation}
D(E)=\frac12\int (E'-E)^2R(E\to E')\,dE',
\label{D}
\end{equation}
where $R(E\to E')\,dE'$ is the rate of transitions from $E$ into $dE'$. A uniform, unbiased random walk fixes the numerical factor. Its variance grows at the rate $\int x^2R\,dx=2D$, while $\partial g/\partial t=b\,\partial^2g/\partial E^2$ makes the variance grow at the rate $2b$. Hence $b=D$ to leading order, and conservation of molecules, $\partial g/\partial t=-\partial J/\partial E$, gives
\begin{equation}
\frac{\partial g}{\partial t}=\frac{\partial}{\partial E}\left[Df\frac{\partial}{\partial E}\left(\frac gf\right)\right].
\label{flux}
\end{equation}

To read off the drift, write $'$ for $d/dE$ and use $Dg'=(Dg)'-D'g$:
\begin{align}
Df\left(\frac gf\right)'&=Dg'-D(\ln f)'g\nonumber\\
&=(Dg)'-\left[D(\ln f)'+D'\right]g .
\end{align}
Equation \eqref{flux} is therefore
\begin{equation}
\frac{\partial g}{\partial t}=-\frac{\partial(Ag)}{\partial E}+\frac{\partial^2(Dg)}{\partial E^2},
\qquad A=D\frac{d\ln f}{dE}+\frac{dD}{dE}.
\label{FP}
\end{equation}
The convention matters. With $D$ inside both derivatives, $A$ is the mean energy change per unit time. If the diffusive flow is instead written as $-D\,\partial g/\partial E$, the remaining drift coefficient is $D\,d(\ln f)/dE$ alone.

The argument assumed a local flow. The two derivations below start from the collisions and show when that assumption holds.

\section{First derivation: the symmetric kernel}

The master equation for collisions without memory is
\begin{equation}
\frac{\partial g(E)}{\partial t}=\int\left[R(E'\to E)g(E')-R(E\to E')g(E)\right]dE'.
\label{master}
\end{equation}
Detailed balance states that $f(E)R(E\to E')=f(E')R(E'\to E)$. Call this common value $K(E,E')$; it is symmetric in its arguments. With $h=g/f$, the bracket in \eqref{master} becomes $K(E,E')[h(E')-h(E)]$.

Multiply by a smooth function $\varphi(E)$ and integrate. Exchanging the names $E$ and $E'$ gives a second expression for the same integral, and the average of the two is
\begin{equation}
\int\varphi\frac{\partial g}{\partial t}dE=-\frac12\iint K\,[\varphi(E')-\varphi(E)][h(E')-h(E)]\,dE\,dE'.
\label{weak}
\end{equation}
No approximation has been made so far.

Now introduce the midpoint $m=(E+E')/2$ and the step $x=E'-E$, for which $dE\,dE'=dm\,dx$. Exchanging $E$ and $E'$ reverses $x$ at fixed $m$, so $K=S(m,|x|)$. About the midpoint,
\begin{equation}
\varphi(E')-\varphi(E)=x\varphi'(m)+\frac{x^3}{24}\varphi'''(m)+\dots,
\end{equation}
and likewise for $h$. The product is $x^2\varphi'h'$ with corrections of order $x^4$. Define the moments
\begin{equation}
M_n(m)=\int x^nS(m,|x|)\,dx .
\end{equation}
The right side of \eqref{weak} is then $-\frac12\int M_2\varphi'h'\,dm$ to leading order.

It remains to relate $M_2$, taken at a fixed midpoint, to $D$, taken at a fixed starting energy. Since $f(E)R(E\to E+x)=S(E+x/2,|x|)$, a Taylor expansion in $x/2$ gives
\begin{equation}
2Df=\int x^2\left[S+\frac x2S'+\frac{x^2}{8}S''+\dots\right]dx=M_2+\frac18M_4''+\dots
\label{Df}
\end{equation}
Odd powers of $x$ integrate to zero. Thus $M_2/2=Df$ to leading order, and integration by parts yields
\begin{equation}
-\int Df\varphi'h'\,dE=-\left[\varphi Dfh'\right]+\int\varphi\,(Dfh')'\,dE .
\end{equation}
Because $\varphi$ is arbitrary inside the interval, \eqref{flux} follows. Because it is also arbitrary at a closed end, $Dfh'=0$ there: no molecules flow through that end. Within about one step of an end the range of $x$ is cut off on one side, and the expansion does not describe that layer.

The choice $\varphi=h$ gives a decay law:
\begin{equation}
\frac12\frac{d}{dt}\int\frac{g^2}{f}\,dE=-\int Df\left(\frac{\partial h}{\partial E}\right)^2dE\le0 .
\end{equation}
The departure from equilibrium, measured in this way, cannot grow.

\section{Second derivation: moments and zero flow}

This route follows the individual molecule. Let $a_n(E)=\int x^nR(E\to E+x)\,dx$, so that $a_1=A$ and $a_2=2D$. A molecule at $E$ changes the mean of $\varphi$ at the rate
\begin{equation}
\int R\,[\varphi(E+x)-\varphi(E)]\,dx=A\varphi'+D\varphi''+\frac{a_3}{6}\varphi'''+\frac{a_4}{24}\varphi''''+\dots
\end{equation}
Average over $g$ and move the derivatives from $\varphi$ to $g$ by parts. Each transfer changes the sign, so the flow is
\begin{equation}
J[g]=Ag-(Dg)'+\frac16(a_3g)''-\frac1{24}(a_4g)'''+\dots
\label{KM}
\end{equation}
Keeping two terms gives the differential equation in \eqref{FP}, with $A$ still unknown.

Stationarity determines it. If $g=f$, the number of molecules below any energy is constant. None enter through the closed lower end, so $J[f]=0$ at every energy. The first two terms give $Af=(Df)'$, and division by $f$ gives $A=D(\ln f)'+D'$.

The omitted terms can be evaluated with detailed balance. Expanding $S(E+x/2,|x|)$ as before,
\begin{equation}
a_3f=\int x^3\left[S+\frac x2S'+\dots\right]dx=\frac12M_4'+\dots,\qquad a_4f=M_4+\dots
\end{equation}
Insertion in $J[f]=0$ gives
\begin{equation}
Af-(Df)'=-\frac{M_4'''}{12}+\frac{M_4'''}{24}=-\frac{M_4'''}{24}+\dots
\label{error}
\end{equation}
The first route confirms this. There, $Af=\int xS(E+x/2,|x|)\,dx=M_2'/2+M_4'''/48+\dots$, and \eqref{Df} gives $(Df)'=M_2'/2+M_4'''/16+\dots$; their difference is again $-M_4'''/24$. For steps of typical size $\epsilon$, $A$ is of order $\epsilon^2$ and the error of order $\epsilon^4$. The relative error of the drift is therefore of second order in the step.

\section{What each derivation assumes}

Both derivations need memoryless collisions, finite step moments, and functions that vary little over one step. They use equilibrium differently. The first needs detailed balance between every pair of energies. In return it gives a symmetric equation, the closed-end condition and the decay law together. The second obtains the leading drift from a stationary $f$ and a closed end alone. Without detailed balance, however, $a_3$ may be of order $\epsilon^3$, and the relative correction may then be of first order.

Smallness compared with $k_BT$ is not sufficient, because $f$ also contains the density of states $\rho$:
\begin{equation}
f\propto\rho(E)e^{-E/k_BT},\qquad \frac{d\ln f}{dE}=\frac{d\ln\rho}{dE}-\frac1{k_BT}.
\end{equation}
The density of states pushes molecules up in energy and the bath pulls them down. If $\rho\propto E^{s-1}$, the first term is $(s-1)/E$. What must be small is the change of $\ln f$ and of its slope over one step. At low energy, where the first term dominates, this requires steps much smaller than $E/(s-1)$. Near the maximum of $f$ the two terms cancel and the condition is weaker: for $s=101$ at $E=110\,k_BT$, exponential steps with a mean downward size $k_BT$, close to $E/(s-1)$, give a drift error of only about 1\%.

This density provides a solvable case. Let $D=\lambda k_BTE$, with $\lambda$ a constant rate. Then
\begin{equation}
A=\lambda k_BTE\left[\frac{s-1}{E}-\frac1{k_BT}\right]+\lambda k_BT=\lambda(sk_BT-E).
\end{equation}
The mean energy obeys $d\langle E\rangle/dt=\lambda(sk_BT-\langle E\rangle)$ and relaxes to the classical value $sk_BT$ for $s$ oscillators. Without $dD/dE$ it would relax to $(s-1)k_BT$, which is wrong.

Numerical results show the same features. For the silane distribution defined below, at 1.5 eV and with a mean downward step $s_0(1+E/\mathrm{eV})$, the relative drift error is 0.31\% for $s_0=0.004$ eV and 0.077\% for $s_0=0.002$ eV. Halving the step divides the error by four. For the smaller step, the ratio of the error to the prediction of \eqref{error} is 0.998, and omitting $dD/dE$ produces an error of 11\%.

A rippled distribution shows the failure. Take $f\propto e^{-9E/\mathrm{eV}}[1+0.5\sin(E/\ell)]$ and a mean downward step of 0.01 eV. The largest drift error over one ripple, relative to the largest direct drift, is about 2\% for $\ell=0.1$ eV but 97\% for $\ell=0.01$ eV. The step is the same in both cases and well below $k_BT=0.086$ eV at 1000 K.

The evolving distributions can also be compared at a chosen time. A Gaussian centred at 1.5 eV, with standard deviation 0.15 eV, relaxes at 1000 K with mean downward step $s_0(1+0.2E/\mathrm{eV})$. The product of time and nominal collision frequency is $0.025\,\mathrm{eV}^2/s_0^2$. The integrated absolute difference between the two distributions, each normalized to one, is 0.0079 for $s_0=0.010$ eV and 0.0021 for $s_0=0.005$ eV. For the larger step the mean energies at that time are 1.233 eV from the jumps and 1.231 eV from diffusion, still far above the equilibrium value.

\section{Exponential steps and escape at a threshold}

Let the downward rate density be $(\omega/2\alpha)e^{-x/\alpha}$ for a loss $x$. Here $\omega$ is the nominal collision frequency, half of which belongs to downward steps. Locally, let $f\propto e^{-\gamma E}$ with constant $\alpha$. Detailed balance makes the upward density $(\omega/2\alpha)e^{-x/\beta}$, where $1/\beta=1/\alpha+\gamma$. With $y=\gamma\alpha$, $\beta=\alpha/(1+y)$. Elementary integration gives
\begin{equation}
A=-\frac{\omega}{2\alpha}(\alpha^2-\beta^2),\qquad
D=\frac{\omega}{2\alpha}(\alpha^3+\beta^3).
\label{expAD}
\end{equation}
Since $\gamma=(\alpha-\beta)/(\alpha\beta)$,
\begin{equation}
\frac{A}{-\gamma D}=\frac{\alpha\beta}{\alpha^2-\alpha\beta+\beta^2}=\frac{1+y}{1+y+y^2}=1-\frac{y^2}{1+y+y^2}.
\end{equation}
The error is of second order, as expected. But $D=\omega\alpha^2(1-3y/2+\dots)$, so replacing the true half second moment by $\omega\alpha^2$ introduces a first-order error.

Now let molecules react as soon as they pass $E_0$. In the diffusion model the mean time $\tau(E)$ to reach $E_0$ obeys $A\tau'+D\tau''=-1$, because the expected remaining time falls by one second per second. Using $Af=(Df)'$, this is $(Df\tau')'=-f$. Normalize $f$ to one below $E_0$ and let $F(E)=\int_0^Ef\,dE'$. The closed lower end gives $Df\tau'=-F$, and $\tau(E_0)=0$ gives $\tau(E)=\int_E^{E_0}F/(Df)\,dE'$. Averaging over $f$ and exchanging the order of integration,
\begin{equation}
\frac1{k_{\rm diff}}=\int_0^{E_0}\frac{F^2}{Df}\,dE .
\label{escape}
\end{equation}
For a high threshold, $1/f$ concentrates the integral within about $1/\gamma$ of $E_0$, where $F\simeq1$. For constant $\gamma$ and $D$ this gives $k_{\rm diff}\simeq\gamma Df_0$, with $f_0=f(E_0)$.

The jump process can be solved in the same limit. In the steady state $\int R\,[h(E+x)-h(E)]\,dx=0$. Both a constant and $e^{\gamma E}$ satisfy this away from the edge: for $e^{\gamma E}$, upward steps contribute $\alpha-\beta$ and downward steps $\beta-\alpha$, up to a common factor. Far below $E_0$ equilibrium holds, so $h=1-ce^{\gamma(E-E_0)}$. Beyond $E_0$ the true $h$ is zero. The continued formula gives the same upward integral if
\begin{equation}
\int_0^\infty(1-ce^{\gamma u})e^{-u/\beta}du=\beta-c\alpha=0,
\end{equation}
hence $c=\beta/\alpha=1/(1+y)$. Let a jump start at $E_0-v$ and end at $E_0+u$. The escape rate is
\begin{align}
k_{\rm jump}&=\frac{\omega f_0}{2\alpha}\int_0^\infty e^{-u/\beta}du\int_0^\infty e^{-v/\alpha}(1-ce^{-\gamma v})dv\nonumber\\
&=\frac{\omega f_0}{2\alpha}\,\beta(\alpha-c\beta)=\frac{\omega f_0}{2\alpha}\frac{\beta}{\alpha}(\alpha^2-\beta^2).
\label{kjump}
\end{align}
Dividing $\gamma Df_0$ by this result, with \eqref{expAD},
\begin{equation}
\frac{k_{\rm diff}}{k_{\rm jump}}=\frac{\alpha^2-\alpha\beta+\beta^2}{\beta^2}=1+y+y^2 .
\label{edge}
\end{equation}
The absorbing edge turns a second-order error into a first-order one: $h$ does not vanish just below $E_0$, because a jump passes the edge by a finite amount. For $\gamma=10$ eV$^{-1}$ and $E_0=1.6$ eV, numerical solution gives ratios of 1.240 at $\alpha=0.02$ eV and 1.110 at $\alpha=0.01$ eV, against predictions of 1.24 and 1.11.

\section{Silane in hydrogen}

Silane, SiH$_4$, is a source gas for silicon deposition. Consider it diluted in hydrogen at 1000 K and 1 Torr. The molecular inputs are rough typical values: vibrational quanta of 0.270 eV (four), 0.120 eV (two) and 0.113 eV (three), a decomposition threshold of 2.5 eV, and a collision diameter of $d=0.35$ nm. The mean downward step is $\alpha=0.010\,\mathrm{eV}+0.002E$. The smooth density of states is
\begin{equation}
\rho(E)=\frac{(E+0.747\,\mathrm{eV})^8}{8!\prod_i h\nu_i},
\end{equation}
where the shift is 0.9 times the zero-point energy of 0.830 eV.

The mean relative speed $v=3.35\times10^3$ m/s gives $\omega=(p/k_BT)\pi d^2v=1.25\times10^7$ s$^{-1}$. At threshold $\alpha=0.015$ eV and $D=2368$ eV$^2$/s. The slope of $\ln f$ is $-9.14$ eV$^{-1}$, so
\begin{equation}
A=(2368)(-9.14)+555\simeq-2.11\times10^4\ \mathrm{eV/s}.
\end{equation}
The direct first moment is $-2.08\times10^4$ eV/s, and the formula exceeds it in magnitude by 1.4\%. At 1 eV the difference is 0.4\%. Divided by $\omega$, the direct drift at threshold is a loss of 1.7 meV per nominal collision, much less than the 15 meV mean downward step. Two effects reduce it: only half of the nominal collisions are downward, so they remove $\alpha/2=7.5$ meV per nominal collision, and upward steps return 5.8 meV of this.

Equation \eqref{escape} gives a decomposition rate of $2.1\times10^{-3}$ s$^{-1}$; the jump equation gives $1.8\times10^{-3}$ s$^{-1}$. Their ratio is 1.149 on an energy grid of 2.5 meV and falls to 1.148 as the grid is refined. The local estimate uses $y=9.14\times0.015=0.137$ and gives $1+y+y^2=1.156$. Thus a drift accurate to about one per cent coexists with a rate that is 15\% too high.

Some other approximations matter more. A direct count of harmonic levels raises the equilibrium population near threshold, relative to the smooth model, by a factor of 1.44. Near the bottom of the spectrum the levels are much farther apart than one step, so diffusion is not a valid description there. The escape integral is concentrated near threshold and feels that region mainly through the normalization of $f$. Near threshold, a smooth density remains an assumption.

In the estimate that lets all rotational energy help the reaction, rotation raises the population at threshold by a factor of 8.2 and, because it also reduces the slope of $\ln f$, the rate by a slightly smaller factor of 7.9; angular momentum conservation restricts this. Reaction above threshold also takes time. With one open channel the reaction rate is $1/(h_{\rm P}\rho)$, where $h_{\rm P}$ is Planck's constant. With the smooth density it equals $8.7\times10^7$ s$^{-1}$ at threshold, seven times $\omega$, and lowers the decomposition rate by 0.8\%; the counted density, 13\% larger, would give $7.7\times10^7$ s$^{-1}$, six times $\omega$. At fixed temperature $\omega$ is proportional to pressure and would reach this reaction rate near 6 to 7 Torr, where the one-channel model lowers the decomposition rate by about 5\%, so immediate reaction should not be assumed at much higher pressures.

Low-pressure deposition of polycrystalline silicon from silane typically uses pressures of some tenths of a Torr to about 1 Torr and temperatures near 900 K. The pressure here is therefore representative and the temperature is high. In such reactors silane also decomposes on the surface, which this gas-phase model omits, so the calculated rate is not a growth rate. Applying the level-count factor to the jump rate gives $2.6\times10^{-3}$ s$^{-1}$, and the upper rotational estimate raises this to about $2\times10^{-2}$ s$^{-1}$. The inputs matter as well. Lowering the threshold by 0.1 eV multiplies the rate by roughly $e^{0.914}\simeq2.5$ if the local slope and step are held fixed. Doubling $\alpha$ at fixed $\omega$, $f_0$ and $\gamma$ multiplies \eqref{kjump} by about 3. Anharmonicity and tunnelling are not included. The absolute rate is thus only an illustration and may be wrong by a factor of ten or more, while the 15\% difference between the diffusion and jump rates belongs to the stated model. The numerical output below lists the remaining values.

\section*{Computed results}
\begin{verbatim}
Drift test, relative error, larger steps: 0.0030791
Drift test, relative error, halved steps: 0.00076968
Drift test, observed error order: 2.0002
Error / fourth-moment prediction, halved steps: 0.99786
Error if dD/dE is omitted, halved steps: 0.10622
Drift error, ripple length 10 steps: 0.022387
Drift error, ripple length 1 step: 0.97342
Evolution L1 difference, larger steps: 0.0079247
Evolution L1 difference, halved steps: 0.0020663
Final mean energy, jumps, larger steps: 1.23312 eV
Final mean energy, diffusion, larger steps: 1.23139 eV
Edge test y=0.20: ratio 1.24025, predicted 1.24000
Edge test y=0.10: ratio 1.11041, predicted 1.11000
Temperature: 1000 K
Pressure: 1 Torr
Thermal energy: 0.086173 eV
Vibrational quanta: 0.270, 0.270, 0.270, 0.270, 0.120, 0.120, 0.113, 0.113, 0.113 eV
Zero-point energy: 0.8295 eV
Density-of-states energy shift: 0.74655 eV
Threshold: 2.5 eV
Collision diameter: 0.35 nm
Silane mass: 32.1 u
Hydrogen molecule mass: 2 u
Mean relative speed: 3353.5 m/s
Nominal collision frequency: 1.2462e+07 1/s
At E = 1.0 eV:
  Mean downward step: 0.012 eV
  D: 1610.4 eV^2/s
  D d(ln f)/dE: -11312 eV/s
  dD/dE: 447.14 eV/s
  Derived drift: -10864 eV/s
  Direct drift: -10818 eV/s
  Total / nominal collision rate: 0.9617
At E = 2.5 eV:
  Mean downward step: 0.015 eV
  D: 2367.6 eV^2/s
  D d(ln f)/dE: -21641 eV/s
  dD/dE: 555.29 eV/s
  Derived drift: -21086 eV/s
  Direct drift: -20791 eV/s
  Total / nominal collision rate: 0.94024
-d(ln f)/dE at threshold: 9.1404 1/eV
Decomposition rate, diffusion: 0.0021144 1/s
Decomposition rate, jumps: 0.0018408 1/s
Diffusion / jump rate: 1.1486
Local estimate 1+y+y^2: 1.1559
Counted / smooth density near threshold: 1.1326
Population correction from level count: 1.4351
One-channel reaction rate at threshold: 8.7227e+07 1/s
Rate factor from finite reaction time: 0.99181
Upper estimate of rotational factor: 8.2273
\end{verbatim}
